# From an Oxygen Exchange Coefficient to a Surface Resistance

## The problem

An oxide that conducts both oxide ions and electrons is in contact with oxygen gas at $T=1000$ K. It contains $c=5\times10^{22}$ oxide ions per cm³, and its electrical exchange coefficient is $k=10^{-7}$ cm/s. What is the area-specific resistance of its surface to a small current?

The coefficient $k$ is defined by the linear response of the surface. Let $\mu_{\rm O}$ be the chemical potential of neutral oxygen in the oxide and $\mu_{{\rm O}_2}$ that of the gas molecule. The driving force per oxygen atom is the affinity

$$A=\tfrac12\mu_{{\rm O}_2}-\mu_{\rm O},$$

and the net number of atoms entering the oxide per unit area and time is, for small $A$,

$$J=ck\,\frac{A}{k_BT}. \qquad (1)$$

Here $c$ counts all oxide ions, not the vacancies. The surface is flat, and transport inside the oxide and in the gas is taken to be fast; the cost of that assumption is estimated below.

## A tempting solution

For carriers of charge $e$, density $c$ and diffusion coefficient $D$, the Nernst–Einstein relation gives the conductivity $e^2cD/k_BT$. An exchange coefficient is a diffusion coefficient divided by a length, so replacing $D$ by $k$ gives a conductance per area. Its inverse is

$$R_{\rm wrong}=\frac{k_BT}{e^2ck}.$$

With $k_BT/e=0.08617$ V and $ck=5\times10^{15}$ cm⁻² s⁻¹,

$$R_{\rm wrong}=\frac{0.08617\ {\rm V}}{(1.602\times10^{-19}\ {\rm C})(5\times10^{15}\ {\rm cm^{-2}\,s^{-1}})}=107.6\ \Omega\,{\rm cm^2}.$$

The units are right and the dependence on $T$, $c$ and $k$ is right, so neither reveals the fault.

## Where it fails

An oxide ion carries charge $-2e$, and this charge enters twice. Each atom taken up consumes two electrons, which doubles the current for a given atom flux. Each volt also acts on two electrons, which doubles the driving force for a given voltage. Correcting the current alone would halve the wrong result and leave it still too large by a factor of two. Both factors follow from the electrochemical potentials.

## The right solution

**Driving force.** The surface reaction turns a neutral oxygen atom and two electrons into an oxide ion. With local equilibrium among these species inside the oxide,

$$\mu_{\rm O}=\tilde\mu_{\rm ion}-2\tilde\mu_e,$$

where a tilde marks an electrochemical potential. For electrons, $\tilde\mu_e=\mu_e-e\varphi$. Let the electrode potential be lowered by $\eta>0$ from its equilibrium value, while the electrolyte holds $\tilde\mu_{\rm ion}$ fixed. Then $\tilde\mu_e$ rises by $e\eta$, and $\mu_{\rm O}$ falls by $2e\eta$. At equilibrium $\mu_{\rm O}=\frac12\mu_{{\rm O}_2}$, and the gas has not changed, so

$$A=2e\eta.$$

**Current.** Each atom taken up needs two electrons. Counting the uptake current as positive and using (1),

$$i=2eJ=2e\,ck\,\frac{2e\eta}{k_BT}=\frac{4e^2ck}{k_BT}\,\eta.$$

The surface resistance is therefore

$$R_s=\frac{\eta}{i}=\frac{k_BT}{4e^2ck}. \qquad (2)$$

**Number.** The current density that belongs to $ck$ is $2eck=1.602\times10^{-3}$ A/cm². Writing (2) as a voltage divided by a current density,

$$R_s=\frac{k_BT/e}{2\,(2eck)}=\frac{0.08617\ {\rm V}}{2\times1.602\times10^{-3}\ {\rm A/cm^2}}=26.9\ \Omega\,{\rm cm^2}.$$

This is one quarter of the tempting result.

**The same result in atomic units.** With $e=1$, equation (2) becomes $R_s=k_BT/(4ck)$. The inputs are $k_BT=0.0031668$, $c=0.0074092$ and $k=4.571\times10^{-16}$, which give $R_s=2.338\times10^{14}$. To find the unit, note that $ck$ has the atomic unit $E_h/(\hbar a_0^2)$, where $E_h$ is the hartree and $a_0$ the bohr. Dividing the energy unit $E_h$ by $e^2$ times this leaves $\hbar a_0^2/e^2=1.1504\times10^{-13}$ Ω cm². The product is again 26.9 Ω cm².

## What the coefficient says about the surface

Equation (1) defines $k$ but does not relate it to the rate at which atoms cross the surface. That relation matters because exchange is also measured with an isotope label, which yields a tracer coefficient $k^*$.

Suppose that the slow surface event inserts $s$ atoms at once: $s=1$ if single atoms enter after the molecule has split in a fast step, $s=2$ if the slow step carries both atoms of a molecule. Let the oxide under an area $S$ hold $N$ ions, with equilibrium probability $P_0(N)$. Insertion events occur at rate $u(N)$ and removal events at rate $d(N)$. In this model the rates depend on the voltage through $N$ alone. Detailed balance at equilibrium requires

$$P_0(N)\,u(N)=P_0(N+s)\,d(N+s).$$

The statistical weight of a state with $N$ ions contains the factor $e^{N\mu_{\rm O}/k_BT}$. Lowering $\mu_{\rm O}$ by $A$ therefore changes the probabilities to $P_A(N)=P_0(N)e^{-Na}/Z$, with $a=A/k_BT$ and $Z$ the normalization. Since no event can remove more ions than are present, the mean removal rate is

$$\langle d\rangle_A=\frac1Z\sum_N P_0(N+s)\,d(N+s)\,e^{-(N+s)a}.$$

Detailed balance replaces the product $P_0d$ by $P_0u$:

$$\langle d\rangle_A=\frac{e^{-sa}}{Z}\sum_N P_0(N)\,u(N)\,e^{-Na}=e^{-sa}\langle u\rangle_A.$$

The net atom flux is then

$$J=\frac sS\left(\langle u\rangle_A-\langle d\rangle_A\right)=\frac sS\langle u\rangle_A\left(1-e^{-sa}\right).$$

To first order in $a$ the bracket is $sa$, and $\langle u\rangle_A$ may take its equilibrium value. With the equilibrium one-way atom flux $J_0=s\langle u\rangle_0/S$,

$$J=sJ_0\,\frac{A}{k_BT},\qquad\text{so}\qquad ck=sJ_0 .$$

One factor $s$ is hidden in $J_0$, because each event carries $s$ atoms. The other appears because each event is driven by $s$ affinities.

A label has no such second factor. If the ions mix rapidly, a removal event takes a given ion with probability $s/N$. A state with $N$ ions contains the labelled one with weight $NP_0(N)/\bar N$, where $\bar N$ is the mean number of ions. The mean rate at which the label leaves is

$$\sum_N\frac{N P_0(N)}{\bar N}\,\frac sN\,d(N)=\frac{s\langle d\rangle_0}{\bar N}=\frac{SJ_0}{\bar N}.$$

For an oxide of volume $V$ this rate equals $k^*S/V$ by the definition of $k^*$. Since $c=\bar N/V$, it follows that $ck^*=J_0$ and

$$k=s\,k^*.$$

This was tested on a lattice of $M=400$ sites with repelling ions, $P_0(N)\propto\binom MN e^{1.5N-N^2/2M}$, and an insertion rate proportional to the number of empty sites ($s=1$) or of pairs of empty sites ($s=2$). The response came from explicit sums and $k^*$ from the slowest decay mode of a label. The ratio $k/k^*$ was 1 and 2.001; the small excess is a finite-size effect that falls as $1/M$. The relation assumes a single slow event and that every exchange of a label also passes current. If splitting and insertion are comparably slow, $k/k^*$ lies between 1 and 2, and a path that swaps atoms without passing current raises $k^*$ but not $k$.

The result of 26.9 Ω cm² stands for either mechanism, because the problem gives the electrical coefficient. If $10^{-7}$ cm/s were instead a tracer coefficient and the slow step carried two atoms, $k$ would be twice as large and the resistance 13.4 Ω cm².

## How small the current must be

At $\eta=10$ mV the drive is $x=2e\eta/k_BT=0.232$, which is not very small. The deviation from (2) depends on which one-way rate responds to the voltage. For one-atom events, two simple cases are

$$J=ck\,(1-e^{-x})\quad\text{(constant uptake)},\qquad J=ck\,(e^{x}-1)\quad\text{(constant release)}.$$

Both have the flux ratio required by detailed balance, and both reduce to (1) for small $x$. Since $R_s=k_BT/(4e^2ck)$, the ratio $\eta/i$ is $R_s\,x/(1-e^{-x})=30.1$ Ω cm² in the first case and $R_s\,x/(e^x-1)=23.9$ Ω cm² in the second. These lie 12% above and 11% below the small-current value. They illustrate the size of the effect and are not bounds for every mechanism.

## Resistances left out

**Ions in the film.** Let ions hop between lattice planes a distance $b$ apart, at rate $\Gamma$ in each direction. The one-way flux between neighbouring planes is $cb\Gamma$, and the argument for $s=1$ gives each gap the resistance $k_BT/(4e^2cb\Gamma)$. A film of thickness $L$ has $L/b$ gaps in series. For uncorrelated hops the mean square displacement is $2\Gamma b^2t=2Dt$, so $D=\Gamma b^2$ and

$$R_{\rm film}=\frac Lb\,\frac{k_BT}{4e^2cb\Gamma}=\frac{k_BT\,L}{4e^2cD}=R_s\,\frac{kL}{D}.$$

For a film of 100 nm and a rough $D=10^{-8}$ cm²/s, $kL/D=10^{-4}$ and $R_{\rm film}=0.0027$ Ω cm². The film would match the surface at $L=D/k=0.1$ cm. The $D$ needed here is the one that sets the ionic conductivity; when ions move through vacancies, a tracer value is smaller by a correlation factor, about two thirds on a simple cubic lattice. The estimate also rests on fast ion transport: in a poor ionic conductor with $D=10^{-12}$ cm²/s, the same 100 nm film would already match the surface.

**Electrons.** With a rough conductivity of 100 S/cm, the electronic resistance across the same film is $10^{-7}$ Ω cm². This is the value for current flowing straight through the film. A path along the film costs far more: if a uniform current is collected at one edge of a strip of width $w$, the added resistance is $w^2/(3\sigma L)$, with $\sigma$ the electronic conductivity. For $w=1$ mm this is already 3.3 Ω cm².

**Gas.** A current $i$ consumes $i/4e$ molecules per area and time. Diffusion through a layer of thickness $\delta$ then needs a density drop $\Delta n=i\delta/(4eD_g)$. This lowers $\frac12\mu_{{\rm O}_2}$ by $\frac12k_BT\,\Delta n/n$, and division by $2e$ gives the voltage $k_BT\,\Delta n/(4en)$. Hence

$$R_{\rm gas}=\frac{k_BT\,\delta}{16e^2nD_g}.$$

At an oxygen pressure of 160 Torr, $n=1.55\times10^{18}$ cm⁻³. With rough values $\delta=0.1$ cm and $D_g=2$ cm²/s, and without net flow of the gas mixture, $R_{\rm gas}=0.0011$ Ω cm².

For these numbers, and with current flowing straight through the film, the surface dominates all three by a factor of about ten thousand or more.

## Beside a real electrode

The inputs lie in the regime of a perovskite-type air electrode in a solid-oxide fuel cell, as rough typical values rather than data for one compound. A cubic cell of edge 0.39 nm with three oxide ions has $5.06\times10^{22}$ ions per cm³, close to the given density. The exchange coefficient is far less certain, since it depends strongly on composition and on the state of the surface, and $R_s$ varies inversely with it. Temperature matters for the same reason. With a rough activation energy of 1.5 eV, and with ion density and oxygen pressure held fixed, cooling to 950 K lowers $k$ to $4.0\times10^{-8}$ cm/s and raises $R_s$ to 64 Ω cm². Porous electrodes break the assumption of a flat surface. If all parts of the enlarged surface work in parallel and transport to them costs nothing, reaching a chosen target of 0.15 Ω cm² takes $26.9/0.15\approx180$ times the flat area. Transport losses within the pores or the solid raise that factor and can even put the target out of reach. Let the electrode have an internal area $a$ per volume. The current reaches only to a depth of about $\ell$, where the ionic resistance $R_sk\ell/D$ equals the surface resistance $R_s/(a\ell)$, so $\ell=\sqrt{D/(ka)}$. If the ions travel only through the bulk of this oxide, an electrode of thickness $\ell$ lies about 30% above $R_s/(a\ell)$, and a thicker one approaches this value from above without passing it. This counts the whole volume as solid; pores and winding paths lower the effective $D$ and raise the limit, by a factor 1.6 if the effective $D$ is 0.4 of the dense value. With the rough $D$ used above and $a=10^5$ cm⁻¹, $\ell$ is 10 µm and this limit is 0.27 Ω cm², so the target then needs a finer structure or faster ion transport, not just more thickness.

The numerical output below lists the values in full. Its exchange probability per O₂ impact is $ck/2$ divided by the arrival rate of gas molecules per area. This assumes one-atom events, for which $ck=J_0$; for $s=2$ the probability would be half as large.

## Calculated quantities

```
temperature: 1000 K
electrical exchange coefficient: 1e-07 cm/s
oxide-ion density: 5e+22 cm^-3
edge of cubic cell with 3 oxide ions: 0.39 nm
density from that cell: 5.06e+22 cm^-3
thermal energy: 0.086173 eV
thermal energy in atomic units: 0.0031668 hartree
density in atomic units: 0.0074092 bohr^-3
exchange coefficient in atomic units: 4.571e-16 a.u.
surface resistance in atomic units: 2.3376e+14 a.u.
atomic unit of area resistance: 1.1504e-13 ohm cm^2
exchange flux c*k: 5e+15 cm^-2 s^-1
exchange current density 2e*c*k: 0.001602 A/cm^2
SURFACE RESISTANCE: 26.89 ohm cm^2
same from direct small current: 26.89 ohm cm^2
model, 1 atom(s) per event: response/J0: 1
model, 1 atom(s) per event: k/k_tracer: 1
model, 2 atom(s) per event: response/J0: 2
model, 2 atom(s) per event: k/k_tracer: 2.001
wrong result with charge e per ion: 107.6 ohm cm^2
result if k were tracer, 2-atom step: 13.45 ohm cm^2
film thickness (rough): 100 nm
ion diffusion coefficient (rough): 1e-08 cm^2/s
ionic film resistance: 0.00269 ohm cm^2
length D/k where bulk equals surface: 0.1 cm
electronic conductivity (rough): 100 S/cm
electronic film resistance: 1e-07 ohm cm^2
oxygen pressure: 160 Torr
O2 gas density: 1.55e+18 cm^-3
gas layer thickness (rough): 0.1 cm
gas diffusion coefficient (rough): 2 cm^2/s
gas layer resistance: 0.00109 ohm cm^2
O2 arrival rate: 3.14e+22 cm^-2 s^-1
exchange probability per O2 impact: 7.96e-08
finite overpotential: 10 mV
drive 2e*eta/(kB T) at that value: 0.2321
eta/i there, constant uptake: 30.13 ohm cm^2
eta/i there, constant release: 23.89 ohm cm^2
activation energy of k (rough): 1.5 eV
cooler working temperature: 950 K
exchange coefficient there: 4e-08 cm/s
surface resistance there: 63.9 ohm cm^2
target electrode resistance: 0.15 ohm cm^2
surface enlargement needed: 179
```
